# Pick-off lifetime of orthopositronium in a spherical void and its inversion: a program that tests the result

```python
"""
Tao-Eldrup pick-off lifetime of orthopositronium (o-Ps) in a spherical void.
Result under test: tau = 1/(lambda_A P),
    P = 1 - R/R0 + sin(2 pi R/R0)/(2 pi),  R0 = R + Delta.
R: void radius; Delta: electron-layer thickness; R0: radius of the hard wall;
P: ground-state probability in the layer; lambda_A: annihilation rate there;
delta = Delta/R0. Ps is a point particle of mass 2 m_e.
Units: nm, ns, eV. Delta = 0.166 nm is the conventional empirical value.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad, dblquad
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import spherical_jn

DELTA = 0.166            # nm, empirical layer thickness
RATE_LAYER = 2.0         # 1/ns, conventional rounded layer rate
TAU = 2.0                # ns, chosen lifetime
TEMPERATURE = 300.0      # K
HBAR = sc.hbar / sc.e * 1e9                              # eV ns
KIN = sc.hbar**2 / (4 * sc.m_e) / sc.e * 1e18             # eV nm^2
KT = sc.k * TEMPERATURE / sc.e                           # eV
A0 = sc.physical_constants["Bohr radius"][0] * 1e9       # nm


def layer_probability(radius, thickness=DELTA):
    x = radius / (radius + thickness)
    return 1 - x + np.sin(2 * np.pi * x) / (2 * np.pi)


def layer_probability_quad(radius, thickness=DELTA):
    """Integral of the normalized density over the layer."""
    wall = radius + thickness

    def density(r):
        return 4 * np.pi * r**2 * np.sinc(r / wall)**2
    outer = quad(density, radius, wall, epsabs=1e-14, epsrel=1e-11)[0]
    inner = quad(density, 0, radius, epsabs=1e-14, epsrel=1e-11)[0]
    return outer / (outer + inner)


def radius_from_probability(p, thickness=DELTA):
    d = brentq(lambda y: y - np.sin(2*np.pi*y)/(2*np.pi) - p,
               1e-6, 1 - 1e-9, xtol=1e-14)
    return thickness * (1 / d - 1)


def radial_ground(box, intervals, ang=0, step_radius=None, height=0.0):
    """Lowest radial state by finite differences."""
    h = box / intervals
    r = h * np.arange(1, intervals)
    potential = np.zeros_like(r)
    if step_radius is not None:
        potential[r > step_radius] = height
        potential[np.isclose(r, step_radius, rtol=1e-9)] = height / 2
    diagonal = 2*KIN/h**2 + KIN*ang*(ang + 1)/r**2 + potential
    off = np.full(len(r) - 1, -KIN / h**2)
    energy, vector = eigh_tridiagonal(diagonal, off, select="i",
                                      select_range=(0, 0))
    u = np.concatenate(([0.0], vector[:, 0], [0.0]))
    spline = CubicSpline(np.linspace(0, box, intervals + 1), u**2)
    return energy[0], spline


# Local annihilation rates: leading-order QED inputs
omega_e = sc.m_e * sc.c**2 / sc.hbar * 1e-9              # 1/ns
rate_singlet = sc.alpha**5 * omega_e / 2
rate_triplet = 2*(np.pi**2 - 9)/(9*np.pi) * sc.alpha**6 * omega_e
rate_average = (rate_singlet + 3 * rate_triplet) / 4

# Two-photon rate from cross section times speed and Ps contact density
r_e = sc.physical_constants["classical electron radius"][0]
contact_density = 1 / (8 * np.pi * (A0 * 1e-9)**3)       # 1/m^3
two_photon = np.pi * r_e**2 * sc.c * contact_density * 1e-9
assert abs(two_photon / (rate_singlet / 4) - 1) < 1e-7


def three_photon_weight(x2, x1):
    x3 = 2 - x1 - x2
    return (((1-x1)/(x2*x3))**2 + ((1-x2)/(x1*x3))**2
            + ((1-x3)/(x1*x2))**2)


phase_space = dblquad(three_photon_weight, 0, 1, lambda x: 1 - x,
                      lambda x: 1, epsabs=1e-8, epsrel=1e-8)[0]
assert abs(phase_space - (np.pi**2 - 9)) < 1e-6

# Singlet share when a triplet positron meets an unpolarized electron
singlet = np.array([0, 1, -1, 0]) / np.sqrt(2)
for state in ([1, 0, 0, 0], [0, 1/np.sqrt(2), 1/np.sqrt(2), 0],
              [0, 0, 0, 1]):
    pair = np.array(state).reshape(2, 2)
    positron_spin = pair @ pair.T
    mixture = np.kron(positron_spin, np.eye(2) / 2)
    assert abs(singlet @ mixture @ singlet - 0.25) < 1e-12

# Layer probability against its definition, and monotonic decrease
test_radii = np.array([0.02, 0.1, 0.2, 0.3, 0.5, 1.0, 2.0])
p_quad = np.array([layer_probability_quad(r) for r in test_radii])
assert np.allclose(p_quad, layer_probability(test_radii),
                   rtol=1e-8, atol=1e-11)
assert np.all(np.diff(p_quad) < 0)

# Large-void law and its first relative correction
large_radius = 5.0
small_delta = DELTA / (large_radius + DELTA)
cubic = 2 * np.pi**2 * small_delta**3 / 3
relative = layer_probability_quad(large_radius) / cubic - 1
assert abs(relative / (-np.pi**2 * small_delta**2 / 5) - 1) < 0.01

# Newton inversion of the chosen lifetime
p_target = 1 / (RATE_LAYER * TAU)
iterates = [(3 * p_target / (2 * np.pi**2))**(1 / 3)]
for _ in range(5):
    d = iterates[-1]
    residual = d - np.sin(2*np.pi*d)/(2*np.pi) - p_target
    iterates.append(d - residual / (2 * np.sin(np.pi * d)**2))
delta = iterates[-1]
radius = DELTA * (1 / delta - 1)
wall = radius + DELTA
assert abs(1/(RATE_LAYER*layer_probability_quad(radius)) - TAU) < 1e-8

# Diagonalization: energy, layer probability and first excited level
ground_energy = KIN * (np.pi / wall)**2
fd_energy, fd_density = radial_ground(wall, 2000)
fd_probability = (fd_density.integrate(radius, wall)
                  / fd_density.integrate(0, wall))
assert abs(fd_energy / ground_energy - 1) < 1e-5
assert abs(fd_probability - p_target) < 1e-6
p_root = brentq(lambda x: spherical_jn(1, x), 4, 5)
excited_energy = KIN * (p_root / wall)**2
fd_excited = radial_ground(wall, 2000, ang=1)[0]
assert abs(fd_excited / excited_energy - 1) < 1e-4
assert fd_excited > fd_energy

# Decay rate from the complex eigenvalue with absorption in the layer
mp.mp.dps = 40


def matching(k):
    q = mp.sqrt(k**2 + 1j * HBAR * RATE_LAYER / (2 * KIN))
    return (k * mp.cos(k*radius) * mp.sin(q*DELTA)
            + q * mp.cos(q*DELTA) * mp.sin(k*radius))


k_start = mp.pi / wall
k_complex = mp.findroot(matching, (k_start, k_start + mp.mpf("1e-6")))
complex_rate = float(-2 * mp.im(KIN * k_complex**2) / HBAR)
assert abs(complex_rate * TAU - 1) < 1e-8

# Sensitivity to lifetime and layer thickness
slope = (2*RATE_LAYER*TAU**2*DELTA*np.sin(np.pi*delta)**2 / wall**2)
step = 1e-4
tau_plus = 1/(RATE_LAYER * layer_probability_quad(radius + step))
tau_minus = 1/(RATE_LAYER * layer_probability_quad(radius - step))
assert abs((tau_plus - tau_minus) / (2 * step) / slope - 1) < 1e-5
thicker = DELTA + 0.01
radius_thicker = brentq(
    lambda r: layer_probability_quad(r, thicker) - p_target, 0.1, 1)
assert abs(radius_thicker / radius - thicker / DELTA) < 1e-8

# Intrinsic decay outside the layer, and unrounded layer rate
p_intrinsic = (1/TAU - rate_triplet) / (RATE_LAYER - rate_triplet)
radius_intrinsic = radius_from_probability(p_intrinsic)
radius_average = radius_from_probability(1 / (rate_average * TAU))


# Finite wall at the void edge; electrons occupy all space beyond it
def outside_probability(void_radius, height):
    k_max = np.sqrt(height / KIN)

    def condition(k):
        kappa = np.sqrt(max(0.0, height / KIN - k**2))
        return k*np.cos(k*void_radius) + kappa*np.sin(k*void_radius)
    k = brentq(condition, np.pi/(2*void_radius),
               min(np.pi/void_radius, k_max), xtol=1e-13)
    kappa = np.sqrt(height / KIN - k**2)
    inside = void_radius/2 - np.sin(2*k*void_radius)/(4*k)
    outside = np.sin(k*void_radius)**2 / (2*kappa)
    return outside / (inside + outside)


calibration_radius = 0.40
p_calibration = layer_probability(calibration_radius)
threshold = KIN * (np.pi / (2 * calibration_radius))**2
wall_height = brentq(lambda v: outside_probability(calibration_radius, v)
                     - p_calibration, 1.001 * threshold, 50)
min_radius = np.pi / 2 * np.sqrt(KIN / wall_height)
radius_finite = brentq(lambda r: outside_probability(r, wall_height)
                       - p_target, 1.001 * min_radius, 1)
finite_box = 8 * radius_finite
_, finite_density = radial_ground(finite_box, 4000,
                                  step_radius=radius_finite,
                                  height=wall_height)
finite_fd = (finite_density.integrate(radius_finite, finite_box)
             / finite_density.integrate(0, finite_box))
assert abs(finite_fd - p_target) < 2e-4


# Rectangular voids with the same layer thickness on every face
def edge_inside(edge):
    length = edge + 2 * DELTA
    return edge/length + np.sin(np.pi*edge/length)/np.pi


def box_layer_probability(edge, aspect):
    return 1 - edge_inside(edge)**2 * edge_inside(aspect * edge)


def equivalent_radius(edge, aspect):
    return (3 * aspect * edge**3 / (4 * np.pi))**(1 / 3)


box_edges = {}
for aspect in (1, 2):
    edge = brentq(lambda a: box_layer_probability(a, aspect) - p_target,
                  1e-3, 3)
    box_edges[aspect] = edge
    product = 1.0
    for side in (edge, edge, aspect * edge):
        length = side + 2 * DELTA

        def line_density(x):
            return np.cos(np.pi * x / length)**2
        product *= (quad(line_density, -side/2, side/2)[0]
                    / quad(line_density, -length/2, length/2)[0])
    assert abs(1 - product - p_target) < 1e-8
cube_radius = equivalent_radius(box_edges[1], 1)
long_radius = equivalent_radius(box_edges[2], 2)

# Gaussian spread of void radii about the inferred radius
spread = 0.03
nodes, weights = np.polynomial.hermite.hermgauss(12)
radii = radius + np.sqrt(2) * spread * nodes
assert np.all(radii > 0)
mean_tau = np.sum(weights / (RATE_LAYER * layer_probability(radii)))
mean_tau /= np.sqrt(np.pi)
radius_spread = radius_from_probability(1 / (RATE_LAYER * mean_tau))

# Thermal population of the threefold first excited level
gap = excited_energy - ground_energy
thermal_ratio = 3 * np.exp(-gap / KT)
thermal_wall = np.sqrt(KIN*(p_root**2 - np.pi**2)/(KT*np.log(3/0.05)))

# Mean electron-positron distance in free Ps
ps_size = (quad(lambda r: r**3 * np.exp(-r / A0), 0, 40 * A0)[0]
           / quad(lambda r: r**2 * np.exp(-r / A0), 0, 40 * A0)[0])
assert abs(ps_size / (3 * A0) - 1) < 1e-6

print(f"Chosen lifetime: {TAU:.3f} ns")
print(f"Layer thickness Delta: {DELTA:.3f} nm")
print(f"Conventional layer rate: {RATE_LAYER:.3f} 1/ns")
print(f"Shortest lifetime of the model: {1/RATE_LAYER:.3f} ns")
print(f"Singlet rate, leading order: {rate_singlet:.4f} 1/ns")
print(f"Triplet rate, leading order: {rate_triplet:.6f} 1/ns")
print(f"Spin-averaged rate: {rate_average:.4f} 1/ns")
print(f"Required layer probability: {p_target:.4f}")
for number, value in enumerate(iterates[:5]):
    print(f"Newton delta, iterate {number}: {value:.7f}")
print(f"Hard-wall radius R0: {wall:.5f} nm")
print(f"Void radius R: {radius:.5f} nm = {10*radius:.4f} angstrom")
print(f"Void volume: {4*np.pi*radius**3/3:.5f} nm^3")
print(f"P by quadrature: {layer_probability_quad(radius):.8f}")
print(f"P by diagonalization: {fd_probability:.8f}")
print(f"Rate from complex eigenvalue: {complex_rate:.8f} 1/ns")
print(f"hbar times layer rate: {HBAR*RATE_LAYER:.3e} eV")
print(f"Kinetic constant hbar^2/(4 m_e): {KIN:.6f} eV nm^2")
print(f"Ground-state energy: {ground_energy:.4f} eV")
print(f"Gap to first excited level: {gap:.4f} eV")
print(f"Slope d tau/dR: {slope:.3f} ns/nm")
print(f"Radius change for +0.05 ns, linear: {0.05/slope:.5f} nm")
print(f"Radius change for Delta +0.01 nm: {radius_thicker-radius:.5f} nm")
print(f"Shift, intrinsic decay: {radius_intrinsic-radius:+.5f} nm")
print(f"Shift, unrounded layer rate: {radius_average-radius:+.5f} nm")
print(f"Finite-wall calibration radius: {calibration_radius:.3f} nm")
print(f"Calibrated wall height: {wall_height:.4f} eV")
print(f"Radius with finite wall: {radius_finite:.5f} nm")
print(f"Shift, finite wall: {radius_finite-radius:+.5f} nm")
print(f"Cube edge at same lifetime: {box_edges[1]:.5f} nm")
print(f"Cube equal-volume radius: {cube_radius:.5f} nm")
print(f"Cube volume / sphere volume: {(cube_radius/radius)**3:.4f}")
print(f"Short edge of 1:1:2 void: {box_edges[2]:.5f} nm")
print(f"1:1:2 void equal-volume radius: {long_radius:.5f} nm")
print(f"1:1:2 volume / sphere volume: {(long_radius/radius)**3:.4f}")
print(f"Assumed standard deviation of radii: {spread:.3f} nm")
print(f"Mean lifetime with this spread: {mean_tau:.5f} ns")
print(f"Radius bias from spread: {radius_spread-radius:+.5f} nm")
print(f"Temperature: {TEMPERATURE:.1f} K")
print(f"Thermal energy kT: {KT:.5f} eV")
print(f"Excited/ground population ratio: {thermal_ratio:.3e}")
print(f"Void radius for population ratio 0.05: {thermal_wall-DELTA:.4f} nm")
print(f"Mean e-minus e-plus distance in free Ps: {ps_size:.5f} nm")
print(f"Ps distance / void radius: {ps_size/radius:.4f}")
print("all assertions hold")
```

It prints:

```
Chosen lifetime: 2.000 ns
Layer thickness Delta: 0.166 nm
Conventional layer rate: 2.000 1/ns
Shortest lifetime of the model: 0.500 ns
Singlet rate, leading order: 8.0325 1/ns
Triplet rate, leading order: 0.007211 1/ns
Spin-averaged rate: 2.0135 1/ns
Required layer probability: 0.2500
Newton delta, iterate 0: 0.3361841
Newton delta, iterate 1: 0.3693105
Newton delta, iterate 2: 0.3676329
Newton delta, iterate 3: 0.3676291
Newton delta, iterate 4: 0.3676291
Hard-wall radius R0: 0.45154 nm
Void radius R: 0.28554 nm = 2.8554 angstrom
Void volume: 0.09752 nm^3
P by quadrature: 0.25000000
P by diagonalization: 0.25000000
Rate from complex eigenvalue: 0.50000000 1/ns
hbar times layer rate: 1.316e-06 eV
Kinetic constant hbar^2/(4 m_e): 0.019050 eV nm^2
Ground-state energy: 0.9221 eV
Gap to first excited level: 0.9643 eV
Slope d tau/dR: 10.901 ns/nm
Radius change for +0.05 ns, linear: 0.00459 nm
Radius change for Delta +0.01 nm: 0.01720 nm
Shift, intrinsic decay: +0.00201 nm
Shift, unrounded layer rate: +0.00124 nm
Finite-wall calibration radius: 0.400 nm
Calibrated wall height: 1.3868 eV
Radius with finite wall: 0.31955 nm
Shift, finite wall: +0.03401 nm
Cube edge at same lifetime: 0.51623 nm
Cube equal-volume radius: 0.32024 nm
Cube volume / sphere volume: 1.4107
Short edge of 1:1:2 void: 0.43977 nm
1:1:2 void equal-volume radius: 0.34372 nm
1:1:2 volume / sphere volume: 1.7443
Assumed standard deviation of radii: 0.030 nm
Mean lifetime with this spread: 2.02067 ns
Radius bias from spread: +0.00189 nm
Temperature: 300.0 K
Thermal energy kT: 0.02585 eV
Excited/ground population ratio: 1.893e-16
Void radius for population ratio 0.05: 1.1969 nm
Mean e-minus e-plus distance in free Ps: 0.15875 nm
Ps distance / void radius: 0.5560
all assertions hold
```
